**Radiative lifetime of a freestanding monolayer exciton from its absorbed area**

For a freestanding sheet with one exciton line, the energy-integrated absorbed fraction is S = (πħ/τ) Γ/(Γ+Γ0), where τ is the radiative population lifetime at zero in-plane momentum, Γ0 = 1/(2τ) is the radiative half-width and Γ is the nonradiative half-width. When Γ ≫ Γ0, S = 6 meV gives τ = πħ/S = 0.34 ps. The program diagonalizes an exciton coupled to discrete photon modes and asserts that its decay agrees with the golden rule within 1 % and with the lifetime inferred from the absorbed area within 2 %; the output shows 0.3579, 0.3589 and 0.3622 ps. It also solves the boundary conditions numerically and asserts the area laws for the absorbed fraction and for −ln T, the latter also with Gaussian disorder. Further assertions cover the full width at half maximum, both solutions for a 40 meV line, a finite integration window, a substrate and the thermal fraction inside the light cone. For the 40 meV line, the finite radiative width shortens the inferred lifetime by 5.0 %, to 0.327 ps. The nanosecond lifetime printed for a thermal gas is an order of magnitude that leaves out dark states and an angular factor.

## Verification by program

```python
"""
Result under test: a freestanding sheet with one exciton line has the
energy-integrated absorbed fraction
    S = (pi*hbar/tau) * G/(G + G0),   1/tau = 2*G0,
so tau = pi*hbar/S when nonradiative broadening dominates (G >> G0).
tau : radiative population lifetime at zero in-plane momentum
G0  : radiative half-width;  G : nonradiative half-width
dipole : collective transition dipole divided by sqrt(area), in coulomb
Spectral energies are in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import wofz

q, hbar, c, eps0 = const.e, const.hbar, const.c, const.epsilon_0
hbar_eVps = hbar / q * 1e12
exciton_eV = 2.0
omega0 = exciton_eV * q / hbar


def golden_rule_lifetime_ps(dipole):
    return eps0 * hbar * c / (omega0 * dipole**2) * 1e12


def sheet_optics(energy, dipole, nonrad, index=1.0):
    """Absorbed and transmitted fractions from Maxwell boundary conditions."""
    omega, damping = energy * q / hbar, nonrad * q / hbar
    polarizability = (2 * omega0 * dipole**2 / hbar
                      / (omega0**2 - omega**2 - 2j * damping * omega))
    current = -1j * omega * polarizability / (eps0 * c)
    matrix = np.array([[1, -1], [-1, -(index + current)]], dtype=complex)
    r, t = np.linalg.solve(matrix, np.array([-1, -1], dtype=complex))
    transmitted = index * abs(t)**2
    return 1 - abs(r)**2 - transmitted, transmitted


def integrate_line(function):
    edges = [1e-6, exciton_eV - 0.3, exciton_eV, exciton_eV + 0.3, np.inf]
    return sum(quad(function, a, b, limit=300, epsabs=1e-9, epsrel=1e-8)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def absorbed_area(dipole, nonrad, index=1.0):
    return integrate_line(
        lambda x: sheet_optics(x, dipole, nonrad, index)[0])


# Radiative decay from diagonalization of exciton plus even photon modes.
test_dipole = 0.10 * q
spacing = 0.4e-3
mode_energy = exciton_eV + spacing * np.arange(-500, 501)
box_length = 2 * np.pi * hbar * c / (spacing * q)
coupling = (np.sqrt(2) * test_dipole
            * np.sqrt(mode_energy * q / (2 * eps0 * box_length)) / q)
hamiltonian = np.diag(np.concatenate(([0.0], mode_energy - exciton_eV)))
hamiltonian[0, 1:] = coupling
hamiltonian[1:, 0] = coupling
levels, vectors = np.linalg.eigh(hamiltonian)
weights = vectors[0]**2


def exciton_population(time_ps):
    return abs(np.sum(weights * np.exp(-1j * levels * time_ps / hbar_eVps)))**2


tau_diag = 0.9 / np.log(exciton_population(0.3) / exciton_population(1.2))
tau_golden = golden_rule_lifetime_ps(test_dipole)
# The finite photon band changes the rate by a few parts in a thousand.
assert abs(tau_diag / tau_golden - 1) < 0.01

# Lifetime inferred from absorption against the diagonalized lifetime.
tau_from_area = np.pi * hbar_eVps / absorbed_area(test_dipole, 0.100)
# Finite G0/G contributes about one percent, the photon band the rest.
assert abs(tau_from_area / tau_diag - 1) < 0.02

# Area laws at weak and strong nonradiative broadening.
rad = hbar_eVps / (2 * tau_golden)
for nonrad in (0.002, 0.020):
    area = absorbed_area(test_dipole, nonrad)
    assert abs(area / (2 * np.pi * rad * nonrad / (nonrad + rad)) - 1) < 1e-5
    log_area = integrate_line(
        lambda x: -np.log(sheet_optics(x, test_dipole, nonrad)[1]))
    assert abs(log_area / (2 * np.pi * rad) - 1) < 1e-5

# Gaussian disorder of the resonance leaves the area of -ln T unchanged.
disorder, nonrad = 0.010, 0.005


def disordered_log_absorbance(detuning):
    z = (detuning + 1j * nonrad) / (np.sqrt(2) * disorder)
    response = rad * np.sqrt(np.pi / 2) / disorder * wofz(z)
    return 2 * np.log(abs(1 + response))


disorder_area = 2 * (quad(disordered_log_absorbance, 0, 0.1, epsabs=1e-10)[0]
                     + quad(disordered_log_absorbance, 0.1, np.inf,
                            epsabs=1e-10)[0])
assert abs(disorder_area / (2 * np.pi * rad) - 1) < 1e-5

# Worked example.
area_eV = 6.0e-3
full_width = 40e-3
half_width = full_width / 2
tau_simple = np.pi * hbar_eVps / area_eV
rad_simple = area_eV / (2 * np.pi)
root = np.sqrt(1 - 4 * rad_simple / half_width)
rad_small = half_width * (1 - root) / 2
rad_large = half_width * (1 + root) / 2
tau_small = hbar_eVps / (2 * rad_small)
tau_large = hbar_eVps / (2 * rad_large)
assert round(tau_simple, 2) == 0.34


def dipole_for(radiative_half_width):
    return np.sqrt(2 * eps0 * hbar * c * radiative_half_width * q
                   / (hbar * omega0))


# Both roots must reproduce the given area in the full boundary problem.
for radiative in (rad_small, rad_large):
    rebuilt = absorbed_area(dipole_for(radiative), half_width - radiative)
    assert abs(rebuilt / area_eV - 1) < 1e-5

dipole = dipole_for(rad_small)
nonrad = half_width - rad_small
peak, peak_transmission = sheet_optics(exciton_eV, dipole, nonrad)
peak_reflection = 1 - peak - peak_transmission
for sign in (-1, 1):
    edge = sign * half_width + np.hypot(exciton_eV, half_width)
    assert abs(sheet_optics(edge, dipole, nonrad)[0] / peak - 0.5) < 1e-8

# Absorption lost outside a finite integration window.
window = 0.200
inside = sum(quad(lambda x: sheet_optics(x, dipole, nonrad)[0], a, b,
                  epsabs=1e-10)[0]
             for a, b in ((exciton_eV - window, exciton_eV),
                          (exciton_eV, exciton_eV + window)))
captured = inside / area_eV
# The formula omits the slight asymmetry of the full oscillator line.
assert abs(captured - 2 / np.pi * np.arctan(window / half_width)) < 2e-3

# Substrate: area law and the lifetime a 6 meV area would then imply.
index = 1.5
rad_substrate = 2 * rad_small / (1 + index)
substrate_area = absorbed_area(dipole, nonrad, index)
substrate_law = (4 / (1 + index)**2 * 2 * np.pi * rad_small
                 * nonrad / (nonrad + rad_substrate))
assert abs(substrate_area / substrate_law - 1) < 1e-5
tau_substrate_case = tau_simple * 4 / (1 + index)**2

# Thermal excitons inside the light cone.
temperature, mass = 300.0, const.m_e
thickness = 0.7e-9
photon_k = omega0 / c
cone_eV = (hbar * photon_k)**2 / (2 * mass) / q
thermal_eV = const.k * temperature / q
cone_fraction = -np.expm1(-cone_eV / thermal_eV)
thermal_k = np.sqrt(2 * mass * const.k * temperature) / hbar
numerator = quad(lambda k: k * np.exp(-k**2), 0, photon_k / thermal_k,
                 epsabs=1e-14)[0]
denominator = quad(lambda k: k * np.exp(-k**2), 0, np.inf)[0]
assert abs(numerator / denominator / cone_fraction - 1) < 1e-6

print(f"Integrated absorbed fraction S: {area_eV*1e3:.1f} meV")
print(f"Reduced Planck constant: {hbar_eVps*1e3:.5f} meV ps")
print(f"Reduced Planck constant: {hbar:.6e} J s")
print(f"S in SI: {area_eV*q:.4e} J")
print(f"Radiative lifetime, simple rule: {tau_simple:.4f} ps")
print(f"Radiative lifetime, simple rule: {tau_simple*1e-12:.3e} s")
print(f"Amplitude lifetime: {2*tau_simple:.3f} ps")
print(f"Radiative half-width, simple rule: {rad_simple*1e3:.3f} meV")
print(f"Radiative full width, simple rule: {2*rad_simple*1e3:.3f} meV")
print(f"Lifetime if S were decadic: {tau_simple/np.log(10):.3f} ps")
print(f"Exciton energy: {exciton_eV:.2f} eV")
print(f"Total full width: {full_width*1e3:.1f} meV")
print(f"Radiative half-width, small root: {rad_small*1e3:.3f} meV")
print(f"Nonradiative half-width, small root: {nonrad*1e3:.2f} meV")
print(f"Lifetime, small root: {tau_small:.4f} ps")
print(f"Change from simple rule: {100*(tau_small/tau_simple-1):.1f} %")
print(f"Radiative half-width, large root: {rad_large*1e3:.2f} meV")
print(f"Lifetime, large root: {tau_large:.4f} ps")
print(f"Peak absorbed fraction: {100*peak:.2f} %")
print(f"Peak reflected fraction: {100*peak_reflection:.3f} %")
print(f"Dipole per sqrt(area), over e: {dipole/q:.4f} (no unit)")
print(f"Integration window, each side: {window*1e3:.0f} meV")
print(f"Area captured in window: {100*captured:.1f} %")
print(f"Substrate index: {index:.1f} (no unit)")
print(f"Area of same sheet on substrate: {substrate_area*1e3:.2f} meV")
print("Freestanding lifetime if the 6 meV were measured on")
print(f"  the substrate, simple rule: {tau_substrate_case:.3f} ps")
print(f"Layer thickness: {thickness*1e9:.1f} nm")
print(f"Optical phase across layer: {photon_k*thickness:.4f} rad")
print(f"Temperature: {temperature:.0f} K")
print(f"Exciton mass: {mass/const.m_e:.1f} electron masses")
print(f"Thermal energy: {thermal_eV*1e3:.2f} meV")
print(f"Kinetic energy at light-cone edge: {cone_eV*1e6:.2f} micro-eV")
print(f"Thermal fraction in light cone: {cone_fraction:.2e} (no unit)")
print("Thermal lifetime, order of magnitude:",
      f"{tau_simple/cone_fraction*1e-3:.1f} ns")
print(f"Test dipole per sqrt(area), over e: {test_dipole/q:.2f} (no unit)")
print(f"Test lifetime, diagonalization: {tau_diag:.4f} ps")
print(f"Test lifetime, golden rule: {tau_golden:.4f} ps")
print(f"Test lifetime, absorbed area: {tau_from_area:.4f} ps")
print(f"Disorder test, area of -ln T: {disorder_area*1e3:.4f} meV")
print(f"Disorder test, pi*hbar/tau: {2*np.pi*rad*1e3:.4f} meV")
print("verified")
```

Running it gives:

```
Integrated absorbed fraction S: 6.0 meV
Reduced Planck constant: 0.65821 meV ps
Reduced Planck constant: 1.054572e-34 J s
S in SI: 9.6131e-22 J
Radiative lifetime, simple rule: 0.3446 ps
Radiative lifetime, simple rule: 3.446e-13 s
Amplitude lifetime: 0.689 ps
Radiative half-width, simple rule: 0.955 meV
Radiative full width, simple rule: 1.910 meV
Lifetime if S were decadic: 0.150 ps
Exciton energy: 2.00 eV
Total full width: 40.0 meV
Radiative half-width, small root: 1.005 meV
Nonradiative half-width, small root: 18.99 meV
Lifetime, small root: 0.3273 ps
Change from simple rule: -5.0 %
Radiative half-width, large root: 18.99 meV
Lifetime, large root: 0.0173 ps
Peak absorbed fraction: 9.55 %
Peak reflected fraction: 0.253 %
Dipole per sqrt(area), over e: 0.1047 (no unit)
Integration window, each side: 200 meV
Area captured in window: 93.6 %
Substrate index: 1.5 (no unit)
Area of same sheet on substrate: 3.88 meV
Freestanding lifetime if the 6 meV were measured on
  the substrate, simple rule: 0.221 ps
Layer thickness: 0.7 nm
Optical phase across layer: 0.0071 rad
Temperature: 300 K
Exciton mass: 1.0 electron masses
Thermal energy: 25.85 meV
Kinetic energy at light-cone edge: 3.91 micro-eV
Thermal fraction in light cone: 1.51e-04 (no unit)
Thermal lifetime, order of magnitude: 2.3 ns
Test dipole per sqrt(area), over e: 0.10 (no unit)
Test lifetime, diagonalization: 0.3579 ps
Test lifetime, golden rule: 0.3589 ps
Test lifetime, absorbed area: 0.3622 ps
Disorder test, area of -ln T: 5.7618 meV
Disorder test, pi*hbar/tau: 5.7618 meV
verified
```
